# Incomplete Ionization and the Static Depletion Charge of p-Type Material

## One acceptor, before and after the bands bend

Consider a p-type semiconductor at 300 K in which only about 6% of the acceptors are ionized. For each ionized acceptor there are about 15 neutral ones. Now lower the local hole density by a factor of 1500, as a modest downward bending of the bands does. In equilibrium the ratio of neutral to ionized acceptors is proportional to the hole density, so it falls from 15 to 0.01. The acceptors are now 99% ionized, at the same temperature and with the same ionization energy.

The proportionality follows from counting states. An ionized acceptor holds one more electron than a neutral one. Let $E_A$ be the acceptor level, $E_F$ the Fermi level, and $g$ the number of neutral states for each ionized state. The statistical weights are

$$
w_-=e^{-(E_A-E_F)/kT},\qquad w_0=g .
$$

Write $E_A=E_v+E_a$, where $E_v$ is the local valence-band edge and $E_a$ the ionization energy. For holes dilute enough for Boltzmann statistics, $p=N_v e^{-(E_F-E_v)/kT}$, with $N_v$ the effective density of states. Hence

$$
\frac{N_A^0}{N_A^-}=\frac{w_0}{w_-}
=g\,e^{E_a/kT}e^{(E_v-E_F)/kT}
=\frac{p}{p_1},\qquad
p_1=\frac{N_v}{g}e^{-E_a/kT}. \tag{1}
$$

When $p=p_1$, half the acceptors are ionized. A depletion region is a place where $p$ has become very small, so its acceptors cannot be assigned the occupancy of the neutral bulk.

## A counter-example in numbers

Take a uniform layer under a contact, with acceptor density $N_A=1.00\times10^{18}$ cm$^{-3}$ and compensating donor density $N_D=2.00\times10^{16}$ cm$^{-3}$. The donors have given up their electrons and stay positive. Let $E_a=0.20$ eV, $g=4$, relative permittivity 10, and hole density-of-states mass equal to the free-electron mass. At 300 K, $kT/q=0.02585$ V and $N_v=2.509\times10^{19}$ cm$^{-3}$, so

$$
p_1=\frac{2.509\times10^{19}}{4}e^{-0.20/0.02585}
=2.74\times10^{15}\ \text{cm}^{-3}.
$$

In the neutral bulk, positive and negative charge balance:

$$
p_0+N_D=\frac{N_A}{1+p_0/p_1}=\frac{N_Ap_1}{p_1+p_0}.
$$

Multiplying by $p_1+p_0$ and collecting powers of $p_0$ gives

$$
p_0^2+(N_D+p_1)p_0-p_1(N_A-N_D)=0. \tag{2}
$$

The product of the roots is negative, so one root is positive:

$$
p_0=\frac{-(N_D+p_1)+\sqrt{(N_D+p_1)^2+4p_1(N_A-N_D)}}{2}
=4.17\times10^{16}\ \text{cm}^{-3}.
$$

Thus $r=p_0/p_1=15.21$, and the ionized fraction in the bulk is $f_0=1/(1+r)=6.17\%$. The free holes amount to 4.25% of the net doping $N_A-N_D$.

Let the potential at the contact be $\psi_s=1.5$ V above that of the bulk, so that the bands bend down there. If the depletion layer contained a uniform negative charge density of magnitude $qp_0$, its charge per area would be

$$
Q_{\rm wrong}=\sqrt{2\varepsilon q p_0\psi_s}=0.133\ \mu\text{C/cm}^2,
$$

where $\varepsilon=8.854\times10^{-13}$ F/cm. Its width would be $Q_{\rm wrong}/(qp_0)=199$ nm.

This contradicts the acceptor occupancy. A numerical solution of Poisson's equation with the equilibrium occupancy (1) shows that the acceptors are at least 99% ionized from the contact to a depth of 28.73 nm. At that depth the potential is 0.1892 V, and the hole density has fallen to $p_0e^{-0.1892/0.02585}$, less than one thousandth of $p_0$. This part of the layer alone therefore carries at least about

$$
q(0.99N_A-N_D)(28.73\ \text{nm})
=(1.602\times10^{-19})(0.97\times10^{18})(2.873\times10^{-6})\ \text{C/cm}^2,
$$

or 0.446 $\mu$C/cm$^2$. That is more than three times the supposed total. The whole charge is 0.630 $\mu$C/cm$^2$, which is 4.73 times $Q_{\rm wrong}$ and corresponds to $3.9\times10^{12}$ elementary charges per cm$^2$.

The error lies in using $p_0$ for two different quantities. It counts the mobile holes of neutral material. Static depletion charge consists of fixed ions, whose number has changed because the bands have bent.

## The correct statement

Let $x$ run from the contact into the bulk, and let $\psi(x)$ be the potential measured from the neutral bulk. In a uniform, one-dimensional layer with equilibrium acceptor occupancy, Boltzmann holes, positive donors and negligible free electrons, the magnitude of the static depletion charge at large band bending obeys

$$
Q^2=2\varepsilon q(N_A-N_D)(\psi_s-\psi_{\rm off}), \tag{3}
$$

$$
\psi_{\rm off}=\frac{kT}{q}\,
\frac{N_A\ln(1/f_0)+p_0}{N_A-N_D}. \tag{4}
$$

With full ionization $f_0=1$ and $p_0=N_A-N_D$, so the offset is $kT/q$. Incomplete ionization in the bulk makes this voltage offset larger. It does not replace the net doping by the hole density.

### Occupancy at a given band bending

A positive $\psi$ lowers every electron energy by $q\psi$, while the equilibrium Fermi level stays flat. The valence edge and the acceptor level both sink relative to it. With $u=q\psi/kT$, the hole density becomes $p=p_0e^{-u}$, and (1) gives the ionized fraction

$$
f(u)=\frac{1}{1+re^{-u}}. \tag{5}
$$

To find the bending that produces a chosen fraction $f$, rearrange to $re^{-u}=(1-f)/f$ and take logarithms:

$$
u=\ln\frac{rf}{1-f}. \tag{6}
$$

For the example:

- 50% ionization needs 0.070 V and occurs 37.9 nm below the contact.
- 90% needs 0.127 V and occurs at 32.4 nm.
- 99% needs 0.189 V and occurs at 28.7 nm.

The same result has a kinetic reading. Ionized acceptors capture holes at a rate $c\,p\,N_A^-$, and neutral ones emit holes at a rate $eN_A^0$. The two rates must balance in equilibrium, so (1) requires $e=cp_1$. Band bending removes the holes available for capture while emission continues. The acceptors therefore end up ionized without any increase in the thermal emission rate.

### From occupancy to charge

The charge density is $\rho=q(p+N_D-N_A^-)$. It is convenient to define the net density of negative charges,

$$
n(u)=N_Af(u)-N_D-p_0e^{-u}. \tag{7}
$$

Neutrality gives $n(0)=0$. Differentiating (5),

$$
\frac{df}{du}=\frac{re^{-u}}{(1+re^{-u})^2}=f(1-f),
$$

and therefore

$$
\frac{dn}{du}=N_Af(1-f)+p_0e^{-u}>0 .
$$

So $n$ rises steadily from zero in the bulk and approaches $N_A-N_D$. The donors still subtract, because they remain positive.

Poisson's equation, $\psi''=-\rho/\varepsilon$, becomes $\psi''=qn/\varepsilon$. Multiply both sides by $\psi'$. The left side is then the derivative of $(\psi')^2/2$, and integration from the bulk, where $\psi=\psi'=0$, gives

$$
\frac12(\psi')^2=\frac q\varepsilon\int_0^\psi n\,d\tilde\psi
=\frac{kT}{\varepsilon}\int_0^u n(v)\,dv,
$$

since $d\tilde\psi=(kT/q)\,dv$. The potential falls with increasing $x$, so the field $E=-\psi'$ is positive. By Gauss's law the magnitude of the semiconductor charge is $Q=\varepsilon E_s$, where $E_s$ is the field at the contact. Thus

$$
Q^2=2\varepsilon kT\,F,\qquad F=\int_0^{u_s}n(v)\,dv. \tag{8}
$$

For the acceptor term, multiply numerator and denominator by $e^v$:

$$
\int_0^{u_s}\frac{dv}{1+re^{-v}}
=\int_0^{u_s}\frac{e^v\,dv}{e^v+r}
=\ln\frac{e^{u_s}+r}{1+r}
=u_s-\ln\frac{1+r}{1+re^{-u_s}} .
$$

The donor term gives $-N_Du_s$, and the hole term gives $-p_0(1-e^{-u_s})$. Adding the three,

$$
F=(N_A-N_D)u_s-N_A\ln\frac{1+r}{1+re^{-u_s}}
-p_0(1-e^{-u_s}). \tag{9}
$$

When both $e^{-u_s}$ and $re^{-u_s}$ are much less than one, the logarithm becomes $\ln(1+r)=\ln(1/f_0)$ and the last bracket becomes one:

$$
F\simeq(N_A-N_D)u_s-N_A\ln(1/f_0)-p_0 .
$$

Taking out the factor $N_A-N_D$ and using $kT\,u_s=q\psi_s$ yields (3) and (4).

Equation (9) was tested against a finite-difference solution of Poisson's equation. At 300 K the bendings were 0.05, 0.1, 1.5 and 11.5 V, and at 500 K the bending was 1.5 V. The charges agreed within 2 parts in 10,000 in each case.

## Reading the example

The offset is

$$
\psi_{\rm off}=0.02585\times
\frac{\ln(16.21)+0.0417}{0.98}\ \text{V}=0.0746\ \text{V},
$$

where numerator and denominator have been divided by $N_A$. Equation (3) then gives

$$
Q=\sqrt{2\varepsilon q(9.80\times10^{17}\ \text{cm}^{-3})(1.5-0.0746)\ \text{V}}
=0.630\ \mu\text{C/cm}^2 .
$$

The peak field is $Q/\varepsilon=0.711$ MV/cm, and the equivalent width $W=Q/[q(N_A-N_D)]$ is 40.1 nm. Using $p_0$ therefore makes this charge-equivalent width five times too large and the peak field nearly five times too small.

If the same acceptors were ionized everywhere, including the bulk, the charge at this bending would be 0.640 $\mu$C/cm$^2$. A bulk ionization of only 6.17% thus lowers the static charge by 1.7% relative to that reference.

The acceptors are not equally ionized throughout the layer. At $W/2$ the neutral fraction is about $9\times10^{-7}$, but at $W$ only 37% are ionized. Their mean ionized fraction between the contact and $W$ is 92.5%. There is no conflict with the definition of $W$, which is the width of a uniform layer carrying the same total charge. Inside $W$ the mean net density is at most $0.925N_A-N_D=0.905N_A$, compared with $0.98N_A$ in the uniform layer. The missing part, about 7.7% of $Q$, lies beyond $W$ in the gradual edge. Holes are depleted further than $W$: at $W$ the hole density is only 11% of $p_0$, and the thickness lost to conduction, $\int(1-p/p_0)\,dx$, is 55.8 nm, about 16 nm more than $W$. With full ionization the two widths coincide.

Temperature separates the two roles of the acceptors. With the bending held at 1.5 V and the doping, ionization energy, mass and permittivity unchanged, heating from 300 to 500 K multiplies the bulk hole density by about 7. The depletion charge rises by 0.36%. In a device with a fixed contact barrier, the bending would also change, because the bulk Fermi level moves with temperature.

## Where the offset is not small

### Small bending

For $u_s\ll1$, expand (7) about the bulk. Since $n(0)=0$,

$$
n(u)\simeq Mu,\qquad M=p_0+N_Af_0(1-f_0),
$$

so $F\simeq Mu_s^2/2$ and (8) gives

$$
Q\simeq\psi_s\sqrt{\frac{\varepsilon q^2M}{kT}} .
$$

Here the charge does depend on the bulk hole density and on the bulk occupancy. For the example, $M\simeq1.0\times10^{17}$ cm$^{-3}$, about a tenth of the net doping. The near-independence from bulk ionization requires $\psi_s\gg\psi_{\rm off}$.

### Low temperature

Without donors, neutrality is $p_0=N_Af_0$. At low temperature $f_0\ll1$, and (2) gives $p_0\simeq\sqrt{p_1N_A}$, hence $f_0\simeq\sqrt{p_1/N_A}$. The leading part of the offset is

$$
\frac{kT}{q}\ln\frac1{f_0}
\simeq\frac{kT}{2q}\ln\frac{N_A}{p_1}
=\frac{E_a}{2q}+\frac{kT}{2q}\ln\frac{gN_A}{N_v}.
$$

As $T\to0$ the last term vanishes, because $N_v$ varies only as a power of $T$. The offset tends to $E_a/(2q)$: many times $kT/q$, but still a fixed voltage and not a reduction in proportion to $p_0$. With donors present, $f_0\to N_D/N_A$ instead, and the offset tends to zero with $T$. These are equilibrium limits, and reaching them requires time for the acceptors to emit.

### Sudden bending

Suppose the bands start flat and are bent faster than acceptors can emit, while free holes move away at once. The ionized fraction stays at $f_0$. Since $N_Af_0-N_D=p_0$, equation (7) is replaced by

$$
n_{\rm fast}(u)=p_0(1-e^{-u}).
$$

Integrating gives $F_{\rm fast}=p_0(u_s-1+e^{-u_s})$, and at large bending

$$
Q_{\rm fast}^2\simeq2\varepsilon qp_0\left(\psi_s-\frac{kT}{q}\right).
$$

This is the estimate based on $p_0$, apart from one thermal voltage. It describes frozen acceptors. As they emit, with $\psi_s$ held fixed, the charge grows and the layer contracts towards the static result.

The emission time is $1/e=1/(\sigma v p_1)$, where the capture coefficient $c$ has been written as a cross-section $\sigma$ times a thermal speed $v$. The rough values $10^{-14}$ cm$^2$ and $10^7$ cm/s give 3.7 ns at 300 K and zero field. This time is inversely proportional to the assumed cross-section.

## Capacitance and reverse bias

Differentiate (3) with respect to $\psi_s$:

$$
2Q\frac{dQ}{d\psi_s}=2\varepsilon q(N_A-N_D).
$$

The static capacitance per area is therefore $C=dQ/d\psi_s=\varepsilon q(N_A-N_D)/Q$. Squaring its inverse and inserting (3),

$$
\frac1{C^2}=\frac{2(\psi_s-\psi_{\rm off})}
{\varepsilon q(N_A-N_D)}. \tag{10}
$$

The slope against voltage measures the net doping, provided the acceptors at the depletion edge follow the test signal. This is assured when the angular frequency $\omega$ is well below the emission rate $e$. With the rough zero-field values above held fixed, $\omega/e$ at 1 MHz is about 0.02 at 300 K but about 2 at 200 K. At $\omega/e=2$ and 200 K the slope still gives 0.96 of the net doping near 1.5 V and 0.99 near 11.5 V. If only the holes follow the signal, the apparent density in this example at 300 K is about 0.6 of the net doping near 1.5 V and about 0.8 near 11.5 V; at 200 K it is about 0.3 and 0.5. Bulk ionization shifts the intercept. Capacitances obtained from the numerical charges at bendings of 1.5 and 11.5 V give a density of $9.80\times10^{17}$ cm$^{-3}$, the net doping put in, and not $p_0$.

Under reverse bias the layer is no longer in equilibrium, but steady capture and emission still give $N_A^0/N_A^-=p/p_1$ if electron transitions are negligible and the zero-field rates apply. The acceptors remain ionized wherever $p\ll p_1$. Equation (3) also needs the holes at the depletion edge to stay close to equilibrium with the bulk, which requires a small hole current.

With 10 V of added reverse bias the peak field is 2.01 MV/cm. Holes could enter by thermally assisted tunnelling from the contact, whose barrier is 1.665 eV. A rough triangular-barrier estimate, with a tunnelling mass of half the electron mass and an image-force lowering of 0.17 eV, gives an injected density of order 10 cm$^{-3}$. This figure depends exponentially on the tunnelling mass and on the decay law in the gap: for masses from 1.75 down to 0.2 electron masses the same estimate ranges from roughly $10^{-4}$ to $2\times10^{7}$ cm$^{-3}$. Integrating over energy through the curved image-force barrier, with holes leaving at $10^7$ cm/s, gives lower values, about 0.04 cm$^{-3}$ for half the electron mass. All of these values lie far below $p_1$.

## Comparison with silicon carbide

The parameters lie in the rough regime of aluminium-doped 4H silicon carbide: an ionization energy near 0.2 eV, a relative permittivity near 10 and a gap near 3.2 eV. The degeneracy and the single density-of-states mass are simplifications. Real layers can break the assumption of uniform, fully active doping, particularly after implantation. If inactive aluminium or extra donors reduced the net active doping by 20%, the charge at fixed bending would fall by about 10%. The factor $\sqrt{0.8}=0.894$ alone gives 10.6%, and the offset (4) also shrinks, which leaves 10.5% for inactive aluminium and 9.8% for extra donors. This loss comes from a lower net doping. It is much larger than the 1.7% found above for incomplete thermal ionization in the bulk.

The other neglected effects can be sized for the same layer:

- **Valence-band mass.** Changing the mass to 0.6 or 2.5 electron masses multiplies $p_0$ by 0.63 or 2.13. At fixed bending the charge changes by less than 0.5%.
- **Ionization energy and level degeneracy.** Changing $E_a$ to 0.177 or 0.26 eV multiplies $p_0$ by 1.65 or 0.22, while the 1.7% loss becomes 1.4% or 2.3%. With $g=2$ or 6 the loss is 1.4% or 1.8%.
- **Degeneracy.** Boltzmann statistics changes $p_0$ by 0.03% relative to a Fermi–Dirac calculation for the same parabolic band.
- **Electrons and donors.** At 1.5 V bending, taking a donor depth of 0.10 eV, the electron density and neutral donor fraction at the contact are negligible. Equilibrium bending close to the full gap would need both.
- **Breakdown.** The reverse-bias field is about two thirds of 3 MV/cm, a rough breakdown field for doping of $10^{16}$ to $10^{17}$ cm$^{-3}$. The breakdown field rises with doping and is roughly 4 to 5 MV/cm at $10^{18}$ cm$^{-3}$, so the margin here is larger. This planar comparison does not cover field crowding at device edges.
- **Dopant spacing.** The radius of the volume per acceptor is 6.2 nm, against a bound-hole decay length of about 0.44 nm. Isolated acceptors are a reasonable starting point, but the Coulomb energy of two charges 6.2 nm apart is 23 meV, about $kT$. Randomly placed ions in a 40 nm layer, screened by the contact but not by holes, give local potential fluctuations of about 60 mV rms, comparable to $\psi_{\rm off}$. A one-dimensional model averages these away, so the offset and the edge profile are only approximate for a real layer at this doping.

The field also acts on the acceptors. For a hole bound to a point charge, the energy along the field, in eV, is $-q/(4\pi\varepsilon d)-Ed$ at distance $d$. Its maximum is at $d=\sqrt{q/(4\pi\varepsilon E)}$ and lies $2\sqrt{qE/(4\pi\varepsilon)}$ below the zero-field barrier. At 0.711 MV/cm this is 0.20 eV, as large as $E_a$ itself. Even at the depths of 50% and 99% ionization, where the field has fallen to 0.07 and 0.20 MV/cm, the lowering is 0.06 and 0.11 eV, or 2.5 to 4 times $kT$. The zero-field emission time therefore cannot be trusted over most of the depleted layer.

The static charge is much less sensitive. Whatever the occupancy, the net negative density cannot exceed $N_A-N_D$ while the donors stay positive. Equation (8) then gives the bound

$$
Q\le\sqrt{2\varepsilon q(N_A-N_D)\psi_s},
$$

which lies 2.6% above the calculated charge. Field-assisted ionization cannot raise the static charge by more than this at the same bending.

For a uniform layer with $\psi_s\gg\psi_{\rm off}$ and enough time for emission, $N_A-N_D$ is the density to use for depletion charge, peak field and charge-equivalent width $W$. The thickness lost to conduction is larger than $W$ when bulk ionization is incomplete, 56 nm against 40 nm in the example. The hole density $p_0$ belongs to conduction in the neutral part of the same layer. The numerical output below lists the inputs and the main results.

## Numbers as computed

```
Acceptor density: 1.00e+18 cm^-3
Donor density: 2.00e+16 cm^-3
Acceptor ionization energy: 0.2 eV
Acceptor degeneracy: 4
Relative permittivity: 10
Hole density-of-states mass: 1 electron masses
Temperature: 300 K
Thermal voltage: 0.02585 V
Band bending at contact: 1.5 V
Valence density of states Nv: 2.509e+19 cm^-3
Ionization density p1: 2.739e+15 cm^-3
Bulk hole density p0: 4.168e+16 cm^-3
Ratio r = p0/p1: 15.21
Bulk ionized fraction: 6.17 %
p0/(NA-ND): 4.25 %
50% ionized: bending 0.0704 V, depth 37.93 nm
90% ionized: bending 0.1272 V, depth 32.36 nm
99% ionized: bending 0.1892 V, depth 28.73 nm
Voltage offset: 0.07459 V
Depletion charge, grid: 0.6295 uC/cm2
Depletion charge, offset formula: 0.6295 uC/cm2
Charge, acceptors always ionized: 0.6402 uC/cm2
Charge ratio to always ionized: 0.9833
Mistaken charge using p0: 0.1332 uC/cm2
True charge / mistaken charge: 4.727
Peak field: 0.711 MV/cm
Equivalent width W = Q/[q(NA-ND)]: 40.1 nm
Mistaken width using p0: 199.4 nm
Neutral acceptor fraction at contact: 9.62e-25
Neutral acceptor fraction at W/2: 8.77e-07
Ionized fraction at W: 37.2 %
Mean ionized fraction from 0 to W: 92.5 %
Net density from 1/C^2 slope: 9.7996e+17 cm^-3
Hole density ratio, 500 K / 300 K: 6.955
Charge ratio, 500 K / 300 K: 1.00362
Mass 0.6 electron masses: hole ratio 0.630, charge ratio 0.99748
Mass 2.5 electron masses: hole ratio 2.129, charge ratio 1.00480
Degeneracy error in p0: 0.034 %
Rough band gap: 3.2 eV
Contact barrier for holes: 1.665 eV
Electron density at contact: 4.17e-07 cm^-3
Neutral donor fraction at contact: 1.59e-24
Added reverse bias: 10 V
Peak field under reverse bias: 2.013 MV/cm
Rough breakdown field: 3 MV/cm
Image-force lowering, reverse bias: 0.1703 eV
Rough tunnelling mass: 0.5 electron masses
Estimated injected holes, reverse bias: 5.6e+00 cm^-3
Emission-barrier lowering at zero bias: 0.2024 eV
Rough capture cross-section: 1.0e-14 cm2
Rough thermal speed: 1.0e+07 cm/s
Zero-field hole emission time: 3.7 ns
Acceptor spacing radius: 6.2 nm
Bound-hole decay length: 0.44 nm
```
